# Why a deep carbon-like acceptor in GaN emits yellow light: verification in Python

```python
"""Deep acceptor in a wide-gap crystal: level versus luminescence.
Result tested: vertical emission = gap - level - strain_neg.
level: (0/-) thermodynamic level above the valence-band edge, without vibrations.
strain_neg: energy of A- at the relaxed A0 geometry, above relaxed A-.
strain_neu: energy of A0 at the relaxed A- geometry, above relaxed A0.
Vibrations use hbar = 1, energies in eV, and mass-weighted q in eV^(-1/2).
A0 has its minimum at q = 0; A- has its minimum at q = shift.
GaN inputs are rough typical values, not first-principles results.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gammaln, iv

ev = const.e
kb = const.k / ev
hc_nm = const.h * const.c / ev * 1e9
h2_me = const.hbar**2 / (const.m_e * 1e-20 * ev)       # eV angstrom^2
coulomb = ev / (4 * np.pi * const.epsilon_0) * 1e10    # eV angstrom
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]

# Rough inputs
gap, level = 3.50, 0.90
freq_neg, freq_neu = 0.040, 0.036
ga_mass, ga_move = 69.7, 0.09
spin_deg = 2
t_low, t_room = 10.0, 300.0
mass_hole, mass_electron, dielectric = 1.5, 0.2, 9.0
electron_density = 1e17
capture_hole, capture_rad = 3e-7, 1e-13

mass_shift = np.sqrt(4 * ga_mass) * ga_move
shift = mass_shift * np.sqrt(const.atomic_mass * 1e-20 * ev) / const.hbar
strain_neg = 0.5 * freq_neg**2 * shift**2
strain_neu = 0.5 * freq_neu**2 * shift**2
relaxed_gap = gap - level
vertical = relaxed_gap - strain_neg
absorption = relaxed_gap + strain_neu
zpl = relaxed_gap + (freq_neu - freq_neg) / 2
apparent_level = gap - vertical
huang_rhys = strain_neg / freq_neg

# Independent vibrational states on a sinc grid
q = np.linspace(-75, 100, 261)
dq = q[1] - q[0]
index = np.arange(len(q))
distance = index[:, None] - index[None, :]
safe = np.where(distance == 0, 1, distance)
kinetic = np.where(distance == 0, np.pi**2 / 6,
                   (1 - 2 * (np.abs(distance) % 2)) / safe**2) / dq**2


def vibrations(freq, centre):
    return np.linalg.eigh(kinetic + np.diag(0.5 * freq**2 * (q - centre)**2))


def populations(energies, temp):
    weight = np.exp(-(energies - energies[0]) / (kb * temp))
    return weight / weight.sum()


e_neu, v_neu = vibrations(freq_neu, 0)
e_neg, v_neg = vibrations(freq_neg, shift)
overlap = (v_neu.T @ v_neg)**2
assert abs(relaxed_gap + e_neu[0] - e_neg[0] - zpl) < 1e-8


def band_formula(temp):
    spread = 1 / (2 * freq_neu * np.tanh(freq_neu / (2 * kb * temp)))
    curve = (freq_neu**2 - freq_neg**2) / 2
    mean = vertical + curve * spread
    variance = freq_neg**4 * shift**2 * spread + 2 * curve**2 * spread**2
    return mean, variance


def emission_lines(temp):
    energy = relaxed_gap + e_neu[:, None] - e_neg[None, :]
    weight = populations(e_neu, temp)[:, None] * overlap
    return energy, weight


for temp in (t_low, t_room):
    energy, weight = emission_lines(temp)
    mean_sum = np.sum(weight * energy)
    var_sum = np.sum(weight * (energy - mean_sum)**2)
    mean, variance = band_formula(temp)
    assert abs(mean_sum - mean) < 1e-7
    assert abs(var_sum - variance) < 1e-7
absorption_sum = np.sum(overlap[:, 0] * (relaxed_gap + e_neu - e_neg[0]))
absorption_mean = absorption + (freq_neu**2 - freq_neg**2) / (4 * freq_neg)
assert abs(absorption_sum - absorption_mean) < 1e-7

# Equal populations from explicit vibrational sums
kt = kb * t_room


def population_balance(fermi):
    z_neu = np.exp(-e_neu / kt).sum()
    z_neg = np.exp(-e_neg / kt).sum()
    return np.log(z_neg / (spin_deg * z_neu)) + (fermi - level) / kt


half_level = level + kt * np.log(
    spin_deg * np.sinh(freq_neg / (2 * kt)) / np.sinh(freq_neu / (2 * kt)))
assert abs(brentq(population_balance, 0, 2) - half_level) < 1e-8

# Poisson and thermal multiphonon weights for equal frequencies
e_equal, v_equal = vibrations(freq_neg, 0)
equal_overlap = (v_equal.T @ v_neg)**2
number = np.arange(26)
poisson = np.exp(-huang_rhys + number * np.log(huang_rhys)
                 - gammaln(number + 1))
assert np.max(abs(equal_overlap[0, :26] - poisson)) < 1e-9


def thermal_log_weight(phonons, temp):
    occ = 1 / np.expm1(freq_neg / (kb * temp))
    arg = 2 * huang_rhys * np.sqrt(occ * (occ + 1))
    return (-huang_rhys * (2 * occ + 1)
            + phonons / 2 * np.log((occ + 1) / occ) + np.log(iv(phonons, arg)))


equal_pop = populations(e_equal, t_room)
for phonons in (5, 10, 20):
    direct = sum(equal_pop[i] * equal_overlap[i, i + phonons]
                 for i in range(30))
    assert abs(direct - np.exp(thermal_log_weight(phonons, t_room))) < 1e-8
phonon_gap = round(relaxed_gap / freq_neg)
log_nonrad = thermal_log_weight(phonon_gap, t_room) / np.log(10)

# Crossing of the electron-capture curves


def crossing_barrier(neutral_freq):
    def difference(x):
        return (0.5 * freq_neg**2 * (x - shift)**2
                - relaxed_gap - 0.5 * neutral_freq**2 * x**2)
    crossing = brentq(difference, -5 * shift, 0)
    return 0.5 * neutral_freq**2 * crossing**2


equal_barrier = (relaxed_gap - strain_neg)**2 / (4 * strain_neg)
assert abs(crossing_barrier(freq_neg) - equal_barrier) < 1e-8
barrier = crossing_barrier(freq_neu)

# Smoothed room-temperature band and photon-energy prefactors
energy, weight = emission_lines(t_room)
keep = weight > 1e-9
line_energy, line_weight = energy[keep], weight[keep]
axis = np.arange(1.2, 3.3, 0.0005)
smooth = 0.030
spectrum = np.zeros_like(axis)
for position, strength in zip(line_energy, line_weight):
    spectrum += strength * np.exp(-(axis - position)**2 / (2 * smooth**2))
peaks = {r: axis[np.argmax(spectrum * axis**r)] for r in (0, 1, 3)}
mean_room, var_room = band_formula(t_room)
total_var = var_room + smooth**2
for power in (1, 3):
    predicted = power * total_var / peaks[0]
    assert abs(peaks[power] - peaks[0] - predicted) < 0.2 * predicted + 0.001
above = axis[spectrum >= spectrum.max() / 2]
width = above[-1] - above[0]
width_gauss = np.sqrt(8 * np.log(2) * total_var)
assert abs(width / width_gauss - 1) < 0.05

# Localisation and strain: minimise energy without using the force formula
hop, force, spring, sites = 1.0, 3.0, 9.0, 21


def hole_matrix(x, depth):
    matrix = np.diag(-force * x)
    matrix += np.diag([-hop] * (sites - 1), 1)
    matrix += np.diag([-hop] * (sites - 1), -1)
    matrix[sites // 2, sites // 2] -= depth
    return matrix


def relaxed_chain(depth):
    def total(x):
        return (np.linalg.eigvalsh(hole_matrix(x, depth))[0]
                + spring * np.dot(x, x) / 2)
    start = np.zeros(sites)
    start[sites // 2] = 0.1
    result = minimize(total, start, method="BFGS")
    density = np.linalg.eigh(hole_matrix(result.x, depth))[1][:, 0]**2
    local = np.sum(density**2)
    strain = spring * np.dot(result.x, result.x) / 2
    assert abs(strain - force**2 * local / (2 * spring)) < 1e-3
    return local, strain


depth_shallow, depth_deep = 0.3, 1.5
local_shallow, strain_shallow = relaxed_chain(depth_shallow)
local_deep, strain_deep = relaxed_chain(depth_deep)
assert local_deep > 2 * local_shallow
assert strain_deep > 2 * strain_shallow

# Hydrogenic comparison from the radial equation
binding = mass_hole * rydberg / dielectric**2
radius = np.linspace(0, 60, 4002)[1:-1]
dr = radius[1] - radius[0]
factor = h2_me / (2 * mass_hole * dr**2)
radial = eigh_tridiagonal(2 * factor - coulomb / (dielectric * radius),
                          np.full(len(radius) - 1, -factor),
                          select="i", select_range=(0, 0))[0][0]
assert abs(radial + binding) < 1e-4
shallow_emission = gap - binding

# Hole release and detailed balance


def band_density(mass, temp):
    return 2 * (mass * kb * temp / (2 * np.pi * h2_me))**1.5 * 1e24


def hole_release(depth, temp, capture=capture_hole):
    return (capture * band_density(mass_hole, temp) / spin_deg
            * np.exp(-depth / (kb * temp)))


# The integral is tiny, so its accuracy must be relative, not absolute.
# The variable y is the square root of hole energy divided by kt.
fermi = 0.4
integral = quad(lambda y: 2 * y**2 / (np.exp(y**2 + fermi / kt) + 1),
                0, 8, epsabs=0, epsrel=1e-10)[0]
holes = ((2 * mass_hole * kt / h2_me)**1.5 * integral
         / (2 * np.pi**2) * 1e24)
balanced = capture_hole * holes / (spin_deg * np.exp((level - fermi) / kt))
assert abs(balanced / hole_release(level, t_room) - 1) < 1e-5
radiative_rate = capture_rad * electron_density


def release_temperature(depth, capture=capture_hole):
    return brentq(lambda temp: np.log(hole_release(depth, temp, capture)
                                      / radiative_rate), 150, 2000)


t_level = release_temperature(level)
t_apparent = release_temperature(apparent_level)
t_slow = release_temperature(level, capture_hole / 100)
assert t_apparent > t_level

# Sizes of neglected effects
curvature_change = 0.10
strain_anh = quad(lambda s: (shift - s) * freq_neg**2
                  * (1 + curvature_change * s / shift), 0, shift)[0]
assert abs(strain_anh - strain_neg * (1 + curvature_change / 3)) < 1e-9
gap_shrink, donor_depth, pair_distance = 0.07, 0.03, 100.0
pair_change = -donor_depth + coulomb / (dielectric * pair_distance)
field_mv, breakdown_mv = 1.0, 3.0
field = field_mv * 0.01
field_lowering = 2 * np.sqrt(coulomb * field / dielectric)
top = minimize_scalar(lambda r: coulomb / (dielectric * r) + field * r,
                      bounds=(1, 100), method="bounded")
assert abs(top.fun - field_lowering) < 1e-7
tunnel = 4 * np.sqrt(2 * mass_hole / h2_me) * level**1.5 / (3 * field)
tunnel_integral = 2 * quad(
    lambda x: np.sqrt(2 * mass_hole * max(level - field * x, 0) / h2_me),
    0, level / field)[0]
assert abs(tunnel_integral / tunnel - 1) < 1e-6
degeneracy = electron_density / band_density(mass_electron, t_room)


def show(label, value, unit="", form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Input gap", gap, "eV")
show("Input level above valence edge", level, "eV")
show("Input phonon energy A-", freq_neg, "eV")
show("Input phonon energy A0", freq_neu, "eV")
show("Input Ga mass", ga_mass, "u", ".1f")
show("Input shift of each of 4 Ga", ga_move, "angstrom")
show("Mass-weighted shift", mass_shift, "u^(1/2) angstrom")
show("Strain energy A-", strain_neg, "eV")
show("Strain energy A0", strain_neu, "eV")
show("Gap minus level", relaxed_gap, "eV")
show("Zero-phonon energy", zpl, "eV")
show("Vertical emission", vertical, "eV")
show("Vertical emission wavelength", hc_nm / vertical, "nm", ".1f")
show("Vertical absorption", absorption, "eV")
show("Absorption minus emission", absorption - vertical, "eV")
show("Apparent level from vertical emission", apparent_level, "eV")
show("Equal-population Fermi level, 300 K, g0=2", half_level, "eV")
show("Huang-Rhys factor A-", huang_rhys, "", ".2f")
show("Zero-phonon weight, low T", overlap[0, 0], "", ".2e")
show("Mean emission, 10 K", band_formula(t_low)[0], "eV")
show("Mean emission, 300 K, fixed gap", mean_room, "eV")
show("Band standard deviation, 300 K", np.sqrt(var_room), "eV")
show("Added Gaussian smoothing", smooth, "eV")
show("Smoothed band full width, 300 K", width, "eV")
for power in (0, 1, 3):
    show(f"Band maximum, 300 K, prefactor E^{power}", peaks[power], "eV")
show("Electron-capture crossing barrier", barrier, "eV")
show(f"Log10 equal-frequency {phonon_gap}-phonon weight, 300 K",
     log_nonrad, "", ".1f")
print(f"Chain inputs: hop {hop} eV, force {force} eV/angstrom, "
      f"spring {spring} eV/angstrom^2, sites {sites}")
print(f"Chain depths shallow, deep: {depth_shallow}, {depth_deep} eV")
print(f"Chain sum n^2 shallow, deep: {local_shallow:.3f}, {local_deep:.3f}")
print(f"Chain strain shallow, deep: {strain_shallow:.3f}, {strain_deep:.3f} eV")
print(f"Rough masses hole, electron: {mass_hole}, {mass_electron} m_e; "
      f"dielectric constant: {dielectric}")
show("Hydrogenic acceptor binding", binding, "eV")
show("Hydrogenic acceptor emission", shallow_emission, "eV")
show("Hydrogenic emission wavelength", hc_nm / shallow_emission, "nm", ".1f")
print(f"Rough capture coefficients hole, radiative electron: "
      f"{capture_hole:.1e}, {capture_rad:.1e} cm^3/s")
show("Electron density", electron_density, "cm^-3", ".1e")
show("Radiative rate per neutral acceptor", radiative_rate, "s^-1", ".2e")
show("Hole release rate, 300 K", hole_release(level, t_room), "s^-1", ".2e")
show("Release=radiative temperature, true level", t_level, "K", ".0f")
show("Same temperature, apparent level", t_apparent, "K", ".0f")
show("Same, true level, hole capture / 100", t_slow, "K", ".0f")
show("Emission change, 10% curvature rise", strain_neg - strain_anh, "eV")
show("Rough gap change, low T to 300 K", -gap_shrink, "eV")
show("Mean free-electron thermal energy, 300 K", 1.5 * kt, "eV")
print(f"Donor-pair change: {pair_change:.3f} eV "
      f"(depth {donor_depth} eV, distance {pair_distance:.0f} angstrom)")
show("Electron density / band density, 300 K", degeneracy)
print(f"Hydrogenic binding, hole mass 1 and 2 m_e: "
      f"{rydberg / dielectric**2:.3f}, {2 * rydberg / dielectric**2:.3f} eV")
print(f"Device field, rough breakdown field: {field_mv}, {breakdown_mv} MV/cm")
show("Hole-barrier lowering at device field", field_lowering, "eV")
show("Triangular-barrier tunnelling exponent", tunnel, "", ".1f")
print("checks complete")
```

Output:

```
Input gap: 3.500 eV
Input level above valence edge: 0.900 eV
Input phonon energy A-: 0.040 eV
Input phonon energy A0: 0.036 eV
Input Ga mass: 69.7 u
Input shift of each of 4 Ga: 0.090 angstrom
Mass-weighted shift: 1.503 u^(1/2) angstrom
Strain energy A-: 0.432 eV
Strain energy A0: 0.350 eV
Gap minus level: 2.600 eV
Zero-phonon energy: 2.598 eV
Vertical emission: 2.168 eV
Vertical emission wavelength: 571.9 nm
Vertical absorption: 2.950 eV
Absorption minus emission: 0.782 eV
Apparent level from vertical emission: 1.332 eV
Equal-population Fermi level, 300 K, g0=2: 0.921 eV
Huang-Rhys factor A-: 10.80
Zero-phonon weight, low T: 3.58e-05
Mean emission, 10 K: 2.166 eV
Mean emission, 300 K, fixed gap: 2.164 eV
Band standard deviation, 300 K: 0.179 eV
Added Gaussian smoothing: 0.030 eV
Smoothed band full width, 300 K: 0.422 eV
Band maximum, 300 K, prefactor E^0: 2.185 eV
Band maximum, 300 K, prefactor E^1: 2.200 eV
Band maximum, 300 K, prefactor E^3: 2.227 eV
Electron-capture crossing barrier: 1.532 eV
Log10 equal-frequency 65-phonon weight, 300 K: -23.9
Chain inputs: hop 1.0 eV, force 3.0 eV/angstrom, spring 9.0 eV/angstrom^2, sites 21
Chain depths shallow, deep: 0.3, 1.5 eV
Chain sum n^2 shallow, deep: 0.171, 0.563
Chain strain shallow, deep: 0.086, 0.281 eV
Rough masses hole, electron: 1.5, 0.2 m_e; dielectric constant: 9.0
Hydrogenic acceptor binding: 0.252 eV
Hydrogenic acceptor emission: 3.248 eV
Hydrogenic emission wavelength: 381.7 nm
Rough capture coefficients hole, radiative electron: 3.0e-07, 1.0e-13 cm^3/s
Electron density: 1.0e+17 cm^-3
Radiative rate per neutral acceptor: 1.00e+04 s^-1
Hole release rate, 300 K: 5.25e-03 s^-1
Release=radiative temperature, true level: 495 K
Same temperature, apparent level: 714 K
Same, true level, hole capture / 100: 620 K
Emission change, 10% curvature rise: -0.014 eV
Rough gap change, low T to 300 K: -0.070 eV
Mean free-electron thermal energy, 300 K: 0.039 eV
Donor-pair change: -0.014 eV (depth 0.03 eV, distance 100 angstrom)
Electron density / band density, 300 K: 0.045
Hydrogenic binding, hole mass 1 and 2 m_e: 0.168, 0.336 eV
Device field, rough breakdown field: 1.0, 3.0 MV/cm
Hole-barrier lowering at device field: 0.253 eV
Triangular-barrier tunnelling exponent: 71.4
checks complete
```
